\section*{Low-Frequency Minimum Noise Temperature in the Pospieszalski Transistor Model}

\section{A tuned source and two noise generators}

Take a field-effect transistor whose gate input is a resistance $r$ in series with a capacitance $C$. The voltage $v$ across $C$ controls a drain current $g_m v$. Connect a signal source with resistance $R$ and a series inductive reactance that cancels the reactance of $C$ at the working frequency $f$. With $\omega=2\pi f$ and time dependence $e^{+j\omega t}$, the gate loop then contains just the two resistances, and a voltage $e$ in it produces
\begin{equation}
 I=\frac{e}{R+r},\qquad v=\frac{I}{j\omega C}=\frac{e}{j\omega C(R+r)} .
\end{equation}

There are two noise generators. The resistance $r$ has a series noise voltage $e_g$, described by an assigned temperature $T_g$. The output conductance $g$ has a parallel noise current $i_d$, described by an assigned temperature $T_d$. Their one-sided spectral densities, per hertz, are
\begin{equation}
 S(e_g)=4kT_g r,\qquad S(i_d)=4kT_d g ,
 \label{eq:spectra}
\end{equation}
where $k$ is Boltzmann's constant. The two are taken as uncorrelated. The temperature $T_d$ is a noise parameter: it makes $4kT_dg$ equal to the channel noise and need not be the temperature of any part of the crystal.

To compare the generators, replace $i_d$ by the loop voltage that would give the same drain current. Setting $g_m v=i_d$ gives the magnitude $|i_d|\,\omega C(R+r)/g_m$. With
\begin{equation}
 f_T=\frac{g_m}{2\pi C},\qquad x=\frac{f}{f_T}=\frac{\omega C}{g_m},
\end{equation}
this is $x(R+r)|i_d|$. The total equivalent voltage has spectral density $4k[rT_g+x^2gT_d(R+r)^2]$.

The noise temperature $T_n$ is the temperature at which the source resistance, feeding a noiseless copy of the transistor, would produce the same output noise. Its voltage density would be $4kT_nR$. Equating the two densities and taking $R\gg r$ for the moment,
\begin{equation}
 T_n\simeq\frac{A}{R}+BR,\qquad A=rT_g,\qquad B=x^2gT_d .
 \label{eq:simple}
\end{equation}
A small source resistance makes the gate noise large relative to the source noise. A large one weakens the drive of the capacitor, so that drain noise counts for more. The compromise follows from a square:
\begin{equation}
 \frac{A}{R}+BR=\left(\sqrt{\frac{A}{R}}-\sqrt{BR}\right)^2+2\sqrt{AB}.
\end{equation}
The square vanishes at $R=\sqrt{A/B}$, which leaves
\begin{equation}
 \boxed{T_{\rm low}=2\frac{f}{f_T}\sqrt{r\,g\,T_gT_d}} .
 \label{eq:low}
\end{equation}
Resistance, conductance and their temperatures therefore do not fix the answer alone; the ratio $f/f_T$ is also needed. The assumption $R\gg r$ must hold at the optimum, so the ratio
\begin{equation}
 \varepsilon=r\sqrt{\frac{B}{A}}
 =\frac{f}{f_T}\sqrt{\frac{r\,g\,T_d}{T_g}}
 \label{eq:eps}
\end{equation}
must be small. This is the meaning of ``low frequency'' here.

\section{Any source impedance}

Now let the source be $Z_s=R+jX$ with $R>0$, and keep $r$. The voltage $e_s$ belongs to the source. Kirchhoff's voltage law for the gate loop gives
\begin{equation}
 v=\frac{e_s+e_g}{j\omega C\,Z},\qquad
 Z=R+r+j\left(X-\frac{1}{\omega C}\right).
\end{equation}
The sum of the controlled current and the drain noise is
\begin{equation}
 g_mv+i_d=\frac{g_m}{j\omega C Z}
 \left(e_s+e_g+jxZ\,i_d\right),
 \label{eq:referred}
\end{equation}
because $j\omega C/g_m=jx$. This current flows into $g$ in parallel with the load admittance $Y_L$, so the drain voltage is the current multiplied by $-1/(g+Y_L)$. The factor is common to all three terms and cancels from $T_n$. The load's own noise is not counted. The simple form of the factor uses the absence of feedback from drain to gate in this model. With feedback the load would still cancel: by Th\'evenin's theorem it multiplies the open-circuit drain voltage due to each generator by the same factor.

Since $e_g$ and $i_d$ are uncorrelated, their densities add:
\begin{equation}
 T_n=\frac{1}{R}\left\{A+B\left[(R+r)^2+
 \left(X-\frac{1}{\omega C}\right)^2\right]\right\}.
 \label{eq:general}
\end{equation}
The reactive term is a square with a positive coefficient. For every $R$ the best reactance is therefore $X_{\rm opt}=1/(\omega C)$, the tuning assumed at the start.

Expanding $(R+r)^2=R^2+2rR+r^2$ at this reactance gives
\begin{equation}
 T_n=\frac{A+Br^2}{R}+BR+2Br .
 \label{eq:tuned}
\end{equation}
The first two terms have the form of the simple case, with $A$ replaced by $A+Br^2$; the last does not depend on $R$. The same square gives
\begin{align}
 R_{\rm opt}&=\sqrt{\frac{A}{B}+r^2}
 =r\sqrt{1+\frac{1}{\varepsilon^2}},\\
 T_{\min}&=2\sqrt{B(A+Br^2)}+2Br .
 \label{eq:min}
\end{align}
Inserting $A$ and $B$,
\begin{equation}
 T_{\min}=2x\sqrt{rgT_gT_d+x^2r^2g^2T_d^2}+2x^2rgT_d .
 \label{eq:full}
\end{equation}

The cost of a wrong source impedance also follows. Because $A+Br^2=BR_{\rm opt}^2$ and $T_{\min}=2BR_{\rm opt}+2Br$, subtraction gives
\begin{equation}
 T_n-T_{\min}=\frac{B}{R}
 \left[(R-R_{\rm opt})^2+(X-X_{\rm opt})^2\right].
 \label{eq:penalty}
\end{equation}

\section{Two limits of the full result}

From the definition of $\varepsilon$, $Br=\varepsilon\sqrt{AB}$ and $Br^2=\varepsilon^2A$. Equation~\eqref{eq:min} becomes
\begin{equation}
 \frac{T_{\min}}{T_{\rm low}}=\sqrt{1+\varepsilon^2}+\varepsilon
 =1+\varepsilon+\frac{\varepsilon^2}{2}+O(\varepsilon^4).
 \label{eq:ratio}
\end{equation}
For $\varepsilon\to0$ the short formula is recovered. It lies below the full result, and the excess of the full result relative to the short one starts as $\varepsilon$, not $\varepsilon^2$.

For $\varepsilon\gg1$ the two terms on the right of \eqref{eq:min} become equal, and
\begin{equation}
 R_{\rm opt}\to r,\qquad T_{\min}\to4Br=4x^2rgT_d .
\end{equation}
The gate temperature has dropped out. For the transistor of the next section $\varepsilon=1$ needs $f\approx2f_T$, so this limit is a property of the formula and lies outside the range where the lumped model describes that device. The case $T_g=0$ shows why the short formula cannot serve here: it gives zero, although drain noise remains and the source must still drive current through $r$.

The balance between the generators can be followed in the same way. At the optimum the gate part is $A/R_{\rm opt}$ and the drain part is $B(R_{\rm opt}+r)^2/R_{\rm opt}$. Using $A=B(R_{\rm opt}^2-r^2)$, their difference is
\begin{equation}
 T_{\rm drain}-T_{\rm gate}=2Br+\frac{2Br^2}{R_{\rm opt}} .
 \label{eq:difference}
\end{equation}
Divided by $T_{\rm low}$, it vanishes as $\varepsilon\to0$. In the low-frequency regime the best source thus makes the two contributions equal.

Gate width gives another limit on what can be gained. Multiply the width by $s$ at fixed bias per width, and suppose that $g_m$, $C$ and $g$ scale as $s$, that $r$ scales as $1/s$, and that both temperatures stay fixed. Then $f_T$ and $rg$ are unchanged, and so is $T_{\min}$. Both parts of the optimum impedance scale as $1/s$. Under these conditions width is a means of matching, not of lowering the minimum.

\section{Numbers for a silicon transistor}

Consider a silicon n-channel MOSFET with a gate 60~nm long and 60~$\mu$m wide, at 10~GHz. The following are rough typical values, not data of one device: $g_m=60$~mS, $C=60$~fF, $r=4\,\Omega$, $g=6$~mS, $T_g=300$~K and $T_d=3000$~K. The product $gT_d$ equals that of a 60~mS conductance at 300~K, so the high $T_d$ does not imply a hot crystal.

The cutoff frequency is $f_T=0.060/(2\pi\times60\times10^{-15})$~Hz $=159$~GHz, so $x=0.0628$. Then
\begin{align}
 T_{\rm low}&=2(0.06283)\sqrt{0.0240\times300\times3000}\ {\rm K}
 =18.5\ {\rm K},\\
 \varepsilon&=0.06283\sqrt{0.0240\times3000/300}=0.0308 .
\end{align}
The full formula gives $T_{\min}=19.0$~K, which is 3.1\% above the short result. With the 290~K reference, the noise figure is $10\log_{10}(1+19.0/290)=0.28$~dB.

For the source impedance, $A=1200\,\Omega\,$K and $B=0.0711$~K/$\Omega$ give
\begin{equation}
 R_{\rm opt}=\sqrt{1200/0.0711+4^2}\;\Omega=130\,\Omega,\qquad
 X_{\rm opt}=265\,\Omega .
\end{equation}
The gate part is 9.2~K and the drain part 9.8~K, a near balance as expected from \eqref{eq:difference}.

A purely resistive 50~$\Omega$ source gives a noise temperature of 128~K. By \eqref{eq:penalty}, adding the missing inductive reactance at 50~$\Omega$ removes 100~K and leaves an excess of 9~K. Raising the resistance to 130~$\Omega$ without tuning removes 71~K and leaves 38~K, because the reactive term is also divided by $R$. In this example, tuning out the capacitance matters more than reaching the optimum resistance.

The upper end of the short formula can be stated for a chosen error. Setting the ratio \eqref{eq:ratio} to $1+\delta$, isolating the root and squaring gives
\begin{equation}
 1+\varepsilon^2=(1+\delta-\varepsilon)^2
 \quad\Rightarrow\quad
 \varepsilon=\frac{(1+\delta)^2-1}{2(1+\delta)} .
\end{equation}
For $\delta=0.1$ this is $\varepsilon=0.0955$. Since $\varepsilon\propto f$, the full result exceeds the short one by 10\% at 31~GHz, with all parameters held fixed.

\section{If the generators are correlated}

The assumption of no correlation can be relaxed. Count $e_g$ positive when it adds to $e_s$, and $i_d$ positive when it adds to $g_mv$. Let the cross-spectral density of $e_g$ and $i_d^*$ be $4k\rho\sqrt{rT_g\,gT_d}$, with $\rho=\rho_r+j\rho_i$ and $|\rho|\le1$. Write $y=X-1/(\omega C)$. The noise voltage in \eqref{eq:referred} is $e_g+jxZi_d$, so its squared magnitude gains the cross term
\begin{equation}
 2\sqrt{AB}\,\operatorname{Re}(-j\rho Z^*)
 =2\sqrt{AB}\,[\rho_i(R+r)-\rho_r y].
\end{equation}
The terms containing $y$ are
\begin{equation}
 By^2-2\sqrt{AB}\,\rho_r y
 =B\left(y-\rho_r\sqrt{\frac{A}{B}}\right)^2-A\rho_r^2 .
\end{equation}
A shifted reactance removes the square. For $R\gg r$ this leaves
\begin{equation}
 T_n\simeq\frac{A(1-\rho_r^2)}{R}+BR+2\sqrt{AB}\,\rho_i,
\end{equation}
and minimization over $R$ gives, at leading order in $\varepsilon$,
\begin{equation}
 T_{\min}\simeq T_{\rm low}
 \left(\sqrt{1-\rho_r^2}+\rho_i\right).
\end{equation}
With $\rho=0$ the earlier result returns. Since $|\rho_i|\le\sqrt{1-\rho_r^2}$, the result cannot be negative. The real part acts at second order, because tuning absorbs its first-order effect; the imaginary part acts at first order. In the example, $\rho=\pm0.1j$ changes $T_{\min}$ by $\pm1.9$~K. This value only illustrates the sensitivity. For a long-channel MOSFET in saturation, the distributed thermal noise of the channel gives $\rho\approx-0.25$, almost purely real for $f\ll f_T$ (imaginary part 0.005 at $x=0.063$), which lowers the minimum by about 3\% at low frequency.

\section{The other end: frequency going to zero}

Equation~\eqref{eq:full} tends to zero with $f$, while the best source resistance grows as $1/f$. Such a source is sensitive to a small gate current. Add gate leakage $I_G$ with full shot noise, of density $2qI_G$, where $q$ is the elementary charge, and neglect any leakage conductance. Across the gate terminals this noise current produces the equivalent source voltage $Z_si_L$.

For fixed $Z_s$ and $f\to0$, $jxZ\to1/g_m$, since the capacitive term dominates $Z$. The drain noise then acts as a voltage $i_d/g_m$, and
\begin{equation}
 T_n=\frac{1}{R}\left[rT_g+\frac{gT_d}{g_m^2}
 +\frac{qI_G}{2k}(R^2+X^2)\right].
\end{equation}
Now $X=0$ is best, and the square used at the start gives the floor
\begin{equation}
 T_{\rm floor}=2\sqrt{\left(rT_g+\frac{gT_d}{g_m^2}\right)
 \frac{qI_G}{2k}} .
\end{equation}
It vanishes when $I_G=0$, as it must.

A rough leakage density of 1~A/cm$^2$ over the gate area gives $I_G=36$~nA. The bracket is $1200+5000=6200\,\Omega\,$K, and the floor is 2.3~K. The short formula falls to this value at $10\times2.276/18.47=1.2$~GHz. This is a scale, not the edge of validity: there the minimum with leakage is already 42\% above the short result, and the excess reaches 10\% near 2.8~GHz. The floor itself assumes white drain noise. If $T_d$ is multiplied by $1+f_c/f$ to represent $1/f$ noise with corner frequency $f_c$, the minimum with leakage rises again at sufficiently low frequency; without leakage it would still tend to zero, as $\sqrt f$.

\section{What a real device adds}

The parameters above lie in the regime of short-channel silicon radio-frequency transistors, but 19~K belongs to the intrinsic model, not to a packaged amplifier. Gate leakage varies strongly with oxide thickness: a hundred times the assumed density would raise the floor, and the 1.2~GHz scale with it, tenfold. The minimum at 10~GHz would then be 30~K, and the short formula would no longer apply there.

The largest omissions sized here are added resistances in series with the gate and with the source. An added gate resistance $R_g$ at $T_g$ lies in the same loop as $r$, so in this model $r$ becomes $r+R_g$. For $R_g=3\,\Omega$ this raises $T_{\min}$ by 6.4~K.

The other effects were sized by solving the nodal equations of the enlarged circuit for the response to each noise generator, then minimizing $T_n$ over source resistance and reactance with the Nelder--Mead method. All inputs are rough, and the other parameters are held fixed:
\begin{itemize}
 \item A source resistance of $3\,\Omega$ at 300~K adds 6.4~K.
 \item A gate-drain capacitance of 20~fF changes the result by $-0.2$~K.
 \item The 36~nA leakage adds 0.14~K.
 \item A $1/f$ corner of 50~MHz adds 0.05~K.
 \item Self-heating adds 0.5~K with $T_d$ held fixed. It follows from 1~V, 18~mA and 1000~K/W, which warm $r$ by 18~K. If $T_d$ also rose in proportion to the absolute temperature, the change would be 1.1~K.
\end{itemize}
Without added gate resistance, the effect of gate-drain capacitance is small, so $f_T$ in \eqref{eq:low} should be formed with $C$ alone for the intrinsic transistor of this example. Using $C$ plus 20~fF would raise the short result by a third, which the circuit solution does not support. This does not carry over to a device with gate resistance. The current through the gate-drain capacitance flows through $R_g$ but not through $r$, and with $R_g=3\,\Omega$ present the same 20~fF raises the minimum by 4.0~K.

With these five effects and the gate resistance together, and all three resistances at 318~K, the minimum is 35~K, or 0.50~dB. The separate changes add up to about 13~K, whereas the joint change is 16~K, so they are not additive. The excess is a net figure. The gate-drain capacitance acting together with the gate resistance adds 4.2~K beyond the separate changes, while the gate and source resistances together add 1.2~K less than their sum. Substrate loss, loss in the matching network and impact ionization are not included. The resistor noise is classical; the zero-point scale $hf/(2k)$, with $h$ Planck's constant, is 0.24~K at 10~GHz.

For these parameters, then, the short formula reproduces the intrinsic model with uncorrelated generators to about 3\% at 10~GHz, while the series resistances and other added effects nearly double the minimum. A design estimate needs those resistances before it needs the higher-order terms in $\varepsilon$.

All numerical values are calculated from the stated model.
